# Why a bubbler's precursor delivery stays finite near the vapour pressure: a numerical check

```python
"""
Result under test: precursor delivery from a bubbler stays finite when the
line-end pressure P_d reaches the vapour pressure Pv, and to first order obeys
    R*F = Pv - P_d*F/(F + Fc),   R = R_heat + R_kin + R_line,
whereas the saturated formula F = Fc*Pv/(P_d - Pv) diverges.
F: precursor flow, Fc: carrier flow (sccm); pressures in Torr.
R_heat: cooling of the liquid, R_kin: evaporation kinetics, R_line: tube drop.
Nonlinear model: exponential vapour curve and compressible laminar tube flow.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.optimize import brentq

k, torr = sc.k, sc.torr
sccm = sc.atm * 1e-6 / (k * sc.zero_Celsius) / 60      # molecules per second

# Inputs: rough values in the regime of diethylzinc, chosen vessel and line
T0, Pv, L_eV, mass_u = 293.0, 12.0, 0.40, 123.5
Fc = 20.0                        # sccm of nitrogen
area, alpha = 20e-4, 0.1         # liquid area m^2, evaporation coefficient
G = 0.5                          # W/K, wall to liquid
radius, length, eta = 2e-3, 1.0, 1e-5   # m, m, Pa s
depth, rho_liq = 0.03, 1200.0    # m, kg/m^3
DP, film_thick = 60.0, 1e-3      # Torr cm^2/s, m
volume, heat_cap = 200e-6, 150.0 # headspace m^3, liquid J/K
L, m = L_eV * sc.e, mass_u * sc.atomic_mass

cool = L * sccm / G                                    # K per sccm
R_heat = Pv * L / (k * T0**2) * cool                   # Torr per sccm
R_kin = np.sqrt(2*np.pi*m*k*T0) / (alpha*area) * sccm / torr
B = np.pi*radius**4 / (16*eta*length*k*T0) * torr**2 / sccm  # sccm/Torr^2
K_film = DP*torr*1e-4 * area / (k*T0*film_thick) / sccm      # sccm


def r_line(P_d):
    return 1 / (2 * B * P_d)


def vapour(T):
    return Pv * np.exp(-L / k * (1/T - 1/T0))


def closed(P_d, carrier, R):
    b = P_d - Pv + R * carrier
    return (-b + np.sqrt(b*b + 4*R*Pv*carrier)) / (2*R)


def delivered(P_d, carrier, heat=1.0, kin=1.0, line=1.0, head=0.0, film=0.0):
    """Nonlinear steady delivery; heat, kin, line scale the three causes.
    head: extra pressure where gas last saturates; film: 1/K_film or 0."""
    def excess(F):
        total = F + carrier
        P = np.sqrt(P_d**2 + line * total / B) + head
        p = P * F / total
        p_surface = P - (P - p) * np.exp(-film * F)
        return vapour(T0 - heat*cool*F) - kin*R_kin*F - p_surface
    top = 0.9 * T0 / (heat * cool) if heat > 0 else 1e7
    return brentq(excess, 1e-12, top, xtol=1e-11, rtol=1e-12)


def relaxed(P_d, carrier, linear):
    """Delivery after time evolution of headspace contents and liquid T."""
    def outflow(P):
        return (P - P_d)/r_line(P_d) if linear else B*(P*P - P_d*P_d)

    def rates(t, y):
        p, c, T = y
        pv = Pv*(1 + L/(k*T0**2)*(T - T0)) if linear else vapour(T)
        evaporation = (pv - p) / R_kin
        out = outflow(p + c)
        return [evaporation - out*p/(p + c), carrier - out*c/(p + c),
                T0 - T - cool*evaporation]
    run = solve_ivp(rates, (0, 200), [0.01, P_d, T0], method="BDF",
                    rtol=1e-9, atol=1e-10)
    assert run.success
    p, c, T = run.y[:, -1]
    return outflow(p + c) * p / (p + c)


# Kinetic flux on a surface from the Maxwell distribution of velocities
s = np.sqrt(k * T0 / m)
mean = quad(lambda x: x*np.exp(-x*x/2)/np.sqrt(2*np.pi), 0, np.inf)[0] * s
flux = torr / (k * T0) * mean
assert abs(flux * alpha * area / sccm * R_kin - 1) < 1e-8

# Cooling resistance from the slope of the vapour curve
slope = (vapour(T0) - vapour(T0 - cool*1e-3)) / 1e-3
assert abs(slope / R_heat - 1) < 1e-4

# Tube law from the shear balance and integration along the tube
unit_flow = dblquad(lambda y, x: 2*np.pi*x*y/2, 0, 1, lambda x: x, 1)[0]
per_gradient = unit_flow * radius**4 / eta             # m^3/s per (Pa/m)
Q_test, P_up = 80.0, 13.0
tube = solve_ivp(lambda x, P: -Q_test*sccm*k*T0/(per_gradient*P),
                 (0, length), [P_up*torr], rtol=1e-10, atol=1e-8)
P_end = tube.y[0, -1] / torr
assert abs(B * (P_up**2 - P_end**2) / Q_test - 1) < 1e-6

# Time evolution against the quadratic root and the nonlinear root
for P_d in (6.0, Pv, 20.0):
    R = R_heat + R_kin + r_line(P_d)
    assert abs(relaxed(P_d, Fc, True) / closed(P_d, Fc, R) - 1) < 1e-5
    assert abs(relaxed(P_d, Fc, False) / delivered(P_d, Fc) - 1) < 1e-5

# Each cause alone bounds delivery at P_d = Pv, with F(F+Fc) = Pv*Fc/R;
# the causes are made weak so that the linear limit applies
weak = 1e-4
for scales, R in (((weak, 0, 0), R_heat), ((0, weak, 0), R_kin),
                  ((0, 0, weak), r_line(Pv))):
    F = delivered(Pv, Fc, *scales)
    assert abs(weak * R * F * (F + Fc) / (Pv * Fc) - 1) < 0.01

# Square-root law in carrier flow at P_d = Pv, for small carrier flow
assert abs(delivered(Pv, 4e-4) / delivered(Pv, 1e-4) - 2) < 0.02

# First deficit far above the vapour pressure
P_far = 300.0
deficit = 1 - delivered(P_far, Fc) * (P_far - Pv) / (Fc * Pv)
R_far = R_heat + R_kin + r_line(P_far)
assert abs(deficit / (R_far*Fc*P_far/(P_far - Pv)**2) - 1) < 0.02

# Pure vapour draw just below the vapour pressure
P_near = Pv - 0.01
R_near = R_heat + R_kin + r_line(P_near)
assert abs(delivered(P_near, 0.0) * R_near / 0.01 - 1) < 0.01

# Closed formula is a lower bound to the nonlinear model
rng = np.random.default_rng(1)
for _ in range(300):
    h, q, w = rng.uniform(0.1, 3, 3)
    P_d, carrier = rng.uniform(3, 60), rng.uniform(1, 100)
    R = h*R_heat + q*R_kin + w*r_line(P_d)
    assert delivered(P_d, carrier, h, q, w) >= closed(P_d, carrier, R)*(1-1e-9)

# Diffusion film: a positive gap P - p_surface exists even at large flow
P_test, F_big = 13.0, 5 * K_film
p_bulk = P_test * F_big / (F_big + Fc)
film_run = solve_ivp(lambda x, p: F_big/K_film*(P_test - p), (0, 1), [p_bulk],
                     method="DOP853", rtol=1e-12, atol=1e-13)
gap = P_test - film_run.y[0, -1]
assert gap > 0
assert abs(gap / ((P_test - p_bulk)*np.exp(-F_big/K_film)) - 1) < 1e-5

# Worked example
print(f"Inputs: T0 {T0:.0f} K, Pv {Pv:.1f} Torr, L {L_eV:.2f} eV, "
      f"mass {mass_u:.1f} u, carrier {Fc:.0f} sccm")
print(f"Vessel: area {area*1e4:.0f} cm2, alpha {alpha:.2f}, G {G:.2f} W/K")
print(f"Line: radius {radius*1e3:.1f} mm, length {length:.1f} m, "
      f"viscosity {eta:.1e} Pa s")
print(f"1 sccm = {sccm:.3e} molecules/s")
print(f"Evaporation heat per flow: {L*sccm:.4f} W/sccm")
print(f"Cooling per flow: {cool:.4f} K/sccm")
print(f"Vapour-curve slope at T0: {Pv*L/(k*T0**2):.3f} Torr/K")
print(f"Line constant B: {B:.3f} sccm/Torr^2")
R0 = R_heat + R_kin + r_line(Pv)
print(f"R_heat: {R_heat:.5f} Torr/sccm")
print(f"R_kin: {R_kin:.5f} Torr/sccm")
print(f"R_line at P_d=Pv: {r_line(Pv):.5f} Torr/sccm")
print(f"R total at P_d=Pv: {R0:.5f} Torr/sccm")
print(f"Rounding width 2 sqrt(R Pv Fc): {2*np.sqrt(R0*Pv*Fc):.2f} Torr")
print("P_d (Torr): saturated, closed, nonlinear delivery (sccm)")
for P_d in (100.0, 50.0, 20.0, 15.0, 12.1, 12.0, 10.0, 6.0):
    sat = f"{Fc*Pv/(P_d - Pv):.2f}" if P_d > Pv else "no finite value"
    R = R_heat + R_kin + r_line(P_d)
    print(f"  {P_d:.1f}: {sat}, {closed(P_d, Fc, R):.2f}, "
          f"{delivered(P_d, Fc):.2f}")
P10 = brentq(lambda P: delivered(P, Fc)*(P - Pv)/(Fc*Pv) - 0.9, 13, 200)
print(f"Nonlinear delivery 10% below saturated at P_d = {P10:.1f} Torr")
print("Nonlinear delivery at P_d=Pv with one cause only:")
print(f"  heat {delivered(Pv, Fc, 1, 0, 0):.1f} sccm, "
      f"kinetics {delivered(Pv, Fc, 0, 1, 0):.1f} sccm, "
      f"line {delivered(Pv, Fc, 0, 0, 1):.1f} sccm")
print(f"Headspace held at Pv (no line effect): "
      f"{delivered(Pv, Fc, 1, 1, 0):.1f} sccm")
R6 = R_heat + R_kin + r_line(6.0)
print(f"No carrier, P_d=6 Torr: closed {(Pv - 6)/R6:.1f} sccm, "
      f"nonlinear {delivered(6.0, 0.0):.1f} sccm")

F = delivered(Pv, Fc)
total = F + Fc
P = np.sqrt(Pv**2 + total / B)
Ts = T0 - cool * F
print("Budget at P_d=Pv, nonlinear model:")
print(f"  liquid cooling {T0-Ts:.2f} K, heat drawn {F*L*sccm:.2f} W")
print(f"  vapour pressure of cooled liquid {vapour(Ts):.2f} Torr")
print(f"  kinetic drop {R_kin*F:.3f} Torr, line drop {P-Pv:.3f} Torr")
print(f"  headspace {P:.2f} Torr, precursor part {P*F/total:.2f} Torr")

print("Neglected effects at P_d=Pv:")
head = rho_liq * sc.g * depth / torr
print(f"  liquid head of {depth*100:.0f} cm, density {rho_liq/1000:.1f} g/cm3:"
      f" {head:.2f} Torr")
print(f"  delivery if gas saturates only at that depth: "
      f"{delivered(Pv, Fc, head=head):.1f} sccm")
print(f"  film: D*P {DP:.0f} Torr cm2/s, {film_thick*1e3:.0f} mm, "
      f"K {K_film:.0f} sccm; delivery "
      f"{delivered(Pv, Fc, film=1/K_film):.1f} sccm")
print(f"  delivery if alpha is {alpha/10:.2f}: "
      f"{delivered(Pv, Fc, kin=10):.1f} sccm")
print(f"  thermal transpiration: {Pv*(T0-Ts)/(2*T0):.3f} Torr")
for P_d in (Pv, 6.0):
    Fx = delivered(P_d, Fc)
    Q = Fx + Fc
    m_mean = (Fx*mass_u + Fc*28.0) / Q * sc.atomic_mass
    dens = P_d * torr * m_mean / (k * T0)
    speed = Q*sccm*k*T0/(P_d*torr) / (np.pi*radius**2)
    Re = dens * speed * 2 * radius / eta
    mfp = eta/(P_d*torr) * np.sqrt(np.pi*k*T0/(2*m_mean))
    mach = speed / np.sqrt(1.1*k*T0/m_mean)
    print(f"  line end at {P_d:.0f} Torr: speed {speed:.1f} m/s, "
          f"Mach {mach:.3f}, Reynolds {Re:.0f}")
    print(f"    entrance length {0.06*Re*2*radius*100:.1f} cm, "
          f"inertia {dens*speed**2/torr:.3f} Torr, "
          f"slip {400*mfp/radius:.2f} %")
print(f"Headspace turnover ({volume*1e6:.0f} cm3): "
      f"{P*torr*volume/(k*T0)/(total*sccm):.2f} s")
print(f"Liquid thermal time ({heat_cap:.0f} J/K): {heat_cap/G:.0f} s")
print(f"Delivery before the liquid cools: {delivered(Pv, Fc, heat=0):.1f} sccm")
print("every check passed")
```

Output:

```
Inputs: T0 293 K, Pv 12.0 Torr, L 0.40 eV, mass 123.5 u, carrier 20 sccm
Vessel: area 20 cm2, alpha 0.10, G 0.50 W/K
Line: radius 2.0 mm, length 1.0 m, viscosity 1.0e-05 Pa s
1 sccm = 4.478e+17 molecules/s
Evaporation heat per flow: 0.0287 W/sccm
Cooling per flow: 0.0574 K/sccm
Vapour-curve slope at T0: 0.649 Torr/K
Line constant B: 3.083 sccm/Torr^2
R_heat: 0.03724 Torr/sccm
R_kin: 0.00121 Torr/sccm
R_line at P_d=Pv: 0.01352 Torr/sccm
R total at P_d=Pv: 0.05197 Torr/sccm
Rounding width 2 sqrt(R Pv Fc): 7.06 Torr
P_d (Torr): saturated, closed, nonlinear delivery (sccm)
  100.0: 2.73, 2.70, 2.70
  50.0: 6.32, 6.14, 6.14
  20.0: 30.00, 23.90, 24.01
  15.0: 80.00, 40.22, 40.92
  12.1: 2400.00, 57.94, 60.24
  12.0: no finite value, 58.69, 61.08
  10.0: no finite value, 75.06, 80.33
  6.0: no finite value, 106.15, 126.08
Nonlinear delivery 10% below saturated at P_d = 26.0 Torr
Nonlinear delivery at P_d=Pv with one cause only:
  heat 75.0 sccm, kinetics 435.0 sccm, line 128.7 sccm
Headspace held at Pv (no line effect): 73.5 sccm
No carrier, P_d=6 Torr: closed 91.6 sccm, nonlinear 107.2 sccm
Budget at P_d=Pv, nonlinear model:
  liquid cooling 3.51 K, heat drawn 1.75 W
  vapour pressure of cooled liquid 9.91 Torr
  kinetic drop 0.074 Torr, line drop 1.050 Torr
  headspace 13.05 Torr, precursor part 9.83 Torr
Neglected effects at P_d=Pv:
  liquid head of 3 cm, density 1.2 g/cm3: 2.65 Torr
  delivery if gas saturates only at that depth: 42.0 sccm
  film: D*P 60 Torr cm2/s, 1 mm, K 883 sccm; delivery 58.5 sccm
  delivery if alpha is 0.01: 54.2 sccm
  thermal transpiration: 0.072 Torr
  line end at 12 Torr: speed 7.3 m/s, Mach 0.045, Reynolds 192
    entrance length 4.6 cm, inertia 0.026 Torr, slip 0.24 %
  line end at 6 Torr: speed 26.3 m/s, Mach 0.169, Reynolds 382
    entrance length 9.2 cm, inertia 0.188 Torr, slip 0.47 %
Headspace turnover (200 cm3): 2.37 s
Liquid thermal time (150 J/K): 300 s
Delivery before the liquid cools: 122.3 sccm
every check passed
```
